# Parry's Ewald sum for slabs and the triangular Wigner lattice energy, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The Ewald sum for a cell repeated in a plane

A surface slab, a monolayer or a sheet of electrons is periodic in two directions and finite in the third. When its ions, or its localised electrons, are modelled as point charges, their Coulomb energy per cell is one term of the total energy. The three-dimensional Ewald sum, applied to such a system, repeats the sheet along the normal and so adds an interaction between copies that the physical system does not have. The energy of the isolated sheet requires a lattice sum over a plane lattice for charges that may lie at different heights. The bare sum converges only as a power of the cutoff radius; for a cell with a dipole the error generally falls as its inverse. The Parry sum is the rearrangement of it that converges like a Gaussian in both real and reciprocal space.

### Conventions

Hartree atomic units are used: charges in units of $e$, lengths in bohr, energies in Hartree (Ha), and two charges interact as $q_iq_j/r$. Charge $q_i$ sits at $\mathbf r_i=(\boldsymbol\rho_i,z_i)$, with $\boldsymbol\rho_i$ in the plane. The plane lattice vectors are $\mathbf L=n_1\mathbf a_1+n_2\mathbf a_2$, the cell area is $A$, and the reciprocal vectors $\mathbf G$ satisfy $e^{i\mathbf G\cdot\mathbf L}=1$. Differences are written $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, and likewise $\boldsymbol\rho_{ij}$ and $z_{ij}$. The sheet is in vacuum, with no conductor or dielectric nearby. The cell is neutral, $\sum_iq_i=0$. The energy per cell is

$$E=\frac12\sum_{\mathbf L}f(\mathbf L),\qquad f(\mathbf L)={\sum_{ij}}'\frac{q_iq_j}{|\mathbf r_{ij}+\mathbf L|},\tag{1}$$

where the prime removes the terms $i=j$ at $\mathbf L=0$, the factor $\frac12$ corrects for counting each pair twice, and the sum over $i,j$ is done before the sum over $\mathbf L$.

### Convergence of the bare sum

For $L$ larger than every $r_{ij}$, Taylor expansion in $\mathbf r$ gives

$$\frac1{|\mathbf L+\mathbf r|}=\frac1L-\frac{\mathbf r\cdot\hat{\mathbf L}}{L^2}+\frac{3(\mathbf r\cdot\hat{\mathbf L})^2-r^2}{2L^3}+\dots$$

The zeroth order contributes $(\sum q)^2/L=0$. The odd orders vanish because the exchange $i\leftrightarrow j$ reverses $\mathbf r_{ij}$ and leaves $q_iq_j$ unchanged. For the second order, expand the product of Cartesian components $a,b$:

$$\sum_{ij}q_iq_j\,(r_{ia}-r_{ja})(r_{ib}-r_{jb})=-2\mu_a\mu_b,\qquad\boldsymbol\mu=\sum_iq_i\mathbf r_i .\tag{2}$$

The terms $r_{ia}r_{ib}$ and $r_{ja}r_{jb}$ each carry a free sum over the other charge, which is zero, and the two cross terms give $-\mu_a\mu_b$ each. Therefore

$$f(\mathbf L)=\frac{\mu^2-3(\boldsymbol\mu\cdot\hat{\mathbf L})^2}{L^3}+O(L^{-5}).\tag{3}$$

The number of lattice points between $L$ and $L+dL$ grows as $2\pi L\,dL/A$, so $\sum|f|$ behaves as $\int dL/L^2$ and converges. The sum (1) is absolutely convergent, its value does not depend on the order in which cells are added, and no term depending on the shape of the sample appears. The same integral bounds the part omitted beyond a radius $R$ by a constant times $\mu^2/(AR)$ plus $O(R^{-3})$. The angular average of the numerator of (3) is $\mu_z^2-\frac12\mu_\parallel^2$, with $\mu_\parallel$ the in-plane part of the dipole, so the leading omitted part of $E$ is $\pi(\mu_z^2-\frac12\mu_\parallel^2)/(AR)$; for $\boldsymbol\mu=0$ only the $O(R^{-3})$ part remains.

### Splitting the interaction

The substitution $s=tr$ in the definition $\operatorname{erf}(x)=\frac2{\sqrt\pi}\int_0^xe^{-s^2}ds$ gives $\operatorname{erf}(\alpha r)/r=\frac2{\sqrt\pi}\int_0^\alpha e^{-t^2r^2}dt$. For $0<\epsilon<\alpha$, with $\operatorname{erfc}=1-\operatorname{erf}$,

$$\frac1r=\frac{\operatorname{erfc}(\alpha r)}r+\frac2{\sqrt\pi}\int_\epsilon^\alpha e^{-t^2r^2}dt+\frac{\operatorname{erf}(\epsilon r)}r .\tag{4}$$

The lower cutoff $\epsilon$ is needed because the first two pieces then decay like Gaussians, so that their lattice sums converge separately for each pair $i,j$ and may be reordered.

The third piece contributes nothing as $\epsilon\to0$. Write it as $\epsilon\,u(\epsilon\mathbf r)$ with $u(\mathbf x)=\operatorname{erf}(x)/x$, which is smooth everywhere and tends to $1/x$, so that its second derivatives are bounded by a constant times $(1+x)^{-3}$. In the full sum over $i,j$ the zeroth and first Taylor orders about $\mathbf L$ vanish as before, and the remainder is bounded by a constant times $\epsilon^3(1+\epsilon L)^{-3}$. The sum of $(1+\epsilon L)^{-3}$ over the plane lattice is of order $1/(A\epsilon^2)$, so the total is of order $\epsilon$. The terms $i=j$, $\mathbf L=0$ that were included to complete the sum equal $2\epsilon q_i^2/\sqrt\pi$ and vanish as well.

The second piece is finite at $r=0$. It is convenient to sum it without the prime and to subtract the terms so added. Each equals $\frac12q_i^2\frac2{\sqrt\pi}(\alpha-\epsilon)$, so the subtraction tends to the self term $-\frac\alpha{\sqrt\pi}\sum_iq_i^2$.

### Poisson summation in the plane

Since $\mathbf L$ lies in the plane, $|\mathbf r+\mathbf L|^2=|\boldsymbol\rho+\mathbf L|^2+z^2$, and the Gaussian factorises. The function $\Theta(\boldsymbol\rho)=\sum_{\mathbf L}e^{-t^2|\boldsymbol\rho+\mathbf L|^2}$ is smooth and periodic, so it equals its Fourier series $\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}$. In the coefficient, the sum over $\mathbf L$ of integrals over one cell unfolds into one integral over the plane, because $e^{-i\mathbf G\cdot\boldsymbol\rho}$ is unchanged by the shift:

$$c_{\mathbf G}=\frac1A\int d^2\rho\;e^{-t^2\rho^2-i\mathbf G\cdot\boldsymbol\rho}=\frac\pi{At^2}e^{-G^2/4t^2}.$$

The last step uses $\int e^{-t^2x^2-ikx}dx=\frac{\sqrt\pi}te^{-k^2/4t^2}$, obtained by completing the square, once for each Cartesian direction. Hence

$$\sum_{\mathbf L}e^{-t^2|\boldsymbol\rho+\mathbf L|^2}=\frac\pi{At^2}\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}e^{-G^2/4t^2}.\tag{5}$$

The lattice sum of the second piece of (4) becomes, with $\frac2{\sqrt\pi}\cdot\frac\pi A=\frac{2\sqrt\pi}A$,

$$\frac{2\sqrt\pi}A\sum_{\mathbf G}\cos(\mathbf G\cdot\boldsymbol\rho)\int_\epsilon^\alpha\frac{dt}{t^2}\,e^{-G^2/4t^2-t^2z^2}.\tag{6}$$

The cosine appears because $\mathbf G$ and $-\mathbf G$ have the same integral.

### The kernel for nonzero $G$

For $G>0$ the factor $e^{-G^2/4t^2}$ suppresses small $t$, and $\epsilon$ may be set to zero. Define

$$x_\pm=\frac G{2\alpha}\pm\alpha z,\qquad w=e^{-G^2/4\alpha^2-\alpha^2z^2},$$

$$h(G,z)=e^{Gz}\operatorname{erfc}(x_+)+e^{-Gz}\operatorname{erfc}(x_-).\tag{7}$$

The claim is $\int_0^\alpha t^{-2}e^{-G^2/4t^2-t^2z^2}dt=\frac{\sqrt\pi}{2G}h$. It is proved by comparing derivatives in $\alpha$ and the values at $\alpha\to0$. Squaring gives $x_\pm^2=G^2/4\alpha^2\pm Gz+\alpha^2z^2$, so

$$e^{\pm Gz}e^{-x_\pm^2}=w .\tag{8}$$

With $\operatorname{erfc}'(x)=-\frac2{\sqrt\pi}e^{-x^2}$ and $\partial_\alpha x_\pm=-G/2\alpha^2\pm z$,

$$\partial_\alpha h=\frac{2w}{\sqrt\pi}\Big[\Big(\frac G{2\alpha^2}-z\Big)+\Big(\frac G{2\alpha^2}+z\Big)\Big]=\frac{2wG}{\sqrt\pi\,\alpha^2}.\tag{9}$$

Multiplying by $\sqrt\pi/2G$ gives $w/\alpha^2$, the integrand at the upper limit. As $\alpha\to0$ both $x_\pm\to+\infty$ and $h\to0$, as does the integral. Each nonzero $\mathbf G$ therefore contributes $\frac{2\sqrt\pi}A\frac{\sqrt\pi}{2G}h\cos(\mathbf G\cdot\boldsymbol\rho)=\frac\pi{AG}h\cos(\mathbf G\cdot\boldsymbol\rho)$ to (6).

Two limits fix the meaning. At $z=0$, $h=2\operatorname{erfc}(G/2\alpha)$. As $\alpha\to\infty$ at fixed $z>0$, $\operatorname{erfc}(x_+)\to0$ and $\operatorname{erfc}(x_-)\to2$; since $h$ is even in $z$, $h\to2e^{-G|z|}$. The kernel becomes $2\pi e^{-G|z|}/G$, the potential amplitude of a sinusoidal charge sheet of unit amplitude.

The kernel is also the three-dimensional Ewald kernel integrated over the normal wavevector $k$. Put $K^2=G^2+k^2$. From $\partial_te^{-K^2/4t^2}=(K^2/2t^3)e^{-K^2/4t^2}$ it follows that $4\pi e^{-K^2/4\alpha^2}/K^2=2\pi\int_0^\alpha t^{-3}e^{-K^2/4t^2}dt$. The Gaussian integral $\int\frac{dk}{2\pi}e^{ikz-k^2/4t^2}=\frac t{\sqrt\pi}e^{-t^2z^2}$ then gives

$$\int\frac{dk}{2\pi}\,e^{ikz}\,\frac{4\pi e^{-K^2/4\alpha^2}}{K^2}=2\sqrt\pi\int_0^\alpha\frac{dt}{t^2}e^{-G^2/4t^2-t^2z^2}=\frac\pi Gh(G,z).\tag{10}$$

### The zero-vector term

At $G=0$ the integral in (6) diverges at small $t$. Integrate by parts, with $t^{-2}=\partial_t(-1/t)$ and $\partial_te^{-t^2z^2}=-2tz^2e^{-t^2z^2}$:

$$\int_\epsilon^\alpha\frac{e^{-t^2z^2}}{t^2}dt=\frac{e^{-\epsilon^2z^2}}\epsilon-\frac{e^{-\alpha^2z^2}}\alpha-2z^2\int_\epsilon^\alpha e^{-t^2z^2}dt .$$

The last integral is $\frac{\sqrt\pi}{2z}[\operatorname{erf}(\alpha z)-\operatorname{erf}(\epsilon z)]$. As $\epsilon\to0$, $e^{-\epsilon^2z^2}/\epsilon=1/\epsilon+O(\epsilon)$ and $z\operatorname{erf}(\epsilon z)=O(\epsilon)$. After multiplication by $2\sqrt\pi/A$ the $G=0$ term of (6) is $\frac{2\sqrt\pi}{A\epsilon}+\phi_0(z)+O(\epsilon)$, with

$$\phi_0(z)=-\frac{2\pi}A\Big[z\operatorname{erf}(\alpha z)+\frac{e^{-\alpha^2z^2}}{\alpha\sqrt\pi}\Big].\tag{11}$$

The divergent piece is the same constant for every pair, and the sum over pairs is now unprimed, so it multiplies $\frac12(\sum q)^2=0$. The finite piece depends on $z_{ij}$ and survives. For $\alpha|z|\gg1$ it tends to $-2\pi|z|/A$, the potential of a uniform sheet of charge density $1/A$; for finite $\alpha$ the kink at $z=0$ is rounded over a width $1/\alpha$, and $\phi_0(0)=-2\sqrt\pi/(A\alpha)$.

The same function is the finite part of the kernel at small $G$. To first order in $G$, $e^{\pm Gz}=1\pm Gz$ and $\operatorname{erfc}(x_\pm)=\operatorname{erfc}(\pm\alpha z)-\frac G{\alpha\sqrt\pi}e^{-\alpha^2z^2}$. Using $\operatorname{erfc}(y)+\operatorname{erfc}(-y)=2$ and $\operatorname{erfc}(y)-\operatorname{erfc}(-y)=-2\operatorname{erf}(y)$,

$$h=2-2G\Big[z\operatorname{erf}(\alpha z)+\frac{e^{-\alpha^2z^2}}{\alpha\sqrt\pi}\Big]+O(G^2),$$

so that $\frac\pi A(h-2)/G\to\phi_0(z)$. The subtracted $2\pi/(AG)$ is again independent of position.

### The result

Define the regularised potential of a plane lattice of unit charges,

$$\phi(\mathbf r)={\sum_{\mathbf L}}'\frac{\operatorname{erfc}(\alpha|\mathbf r+\mathbf L|)}{|\mathbf r+\mathbf L|}+\frac\pi A\sum_{\mathbf G\ne0}\cos(\mathbf G\cdot\boldsymbol\rho)\frac{h(G,z)}G+\phi_0(z),\tag{12}$$

where the prime drops a term of zero distance if there is one. Collecting the pieces and letting $\epsilon\to0$, the Parry sum is

$$E=\frac12\sum_{ij}q_iq_j\,\phi(\mathbf r_{ij})-\frac\alpha{\sqrt\pi}\sum_iq_i^2 .\tag{13}$$

Its four terms will be called real, reciprocal, zero and self. The sum over $i,j$ includes $i=j$ in the first three, and the prefactors are $\frac12$, $\frac\pi{2A}$ and, for the bracket of (11), $-\frac\pi A$.

### Properties of the potential

Away from the lattice sites $\phi$ does not depend on $\alpha$. By (4), $\partial_\alpha[\operatorname{erfc}(\alpha r)/r]=-\frac2{\sqrt\pi}e^{-\alpha^2r^2}$. By (9) the reciprocal term has derivative $\frac{2\sqrt\pi}{A\alpha^2}\sum_{\mathbf G\ne0}\cos(\mathbf G\cdot\boldsymbol\rho)\,w$. The function $\phi_0$ is $2\sqrt\pi/A$ times the $\alpha$-dependent part of an integral with upper limit $\alpha$, so $\partial_\alpha\phi_0=\frac{2\sqrt\pi}{A\alpha^2}e^{-\alpha^2z^2}$, which supplies the missing $\mathbf G=0$ term. Identity (5) at $t=\alpha$ states that the three derivatives add to zero. At $\mathbf r=0$ the dropped term leaves $\partial_\alpha\phi=+2/\sqrt\pi$ uncancelled, so the invariant quantity there is $\phi(0)-2\alpha/\sqrt\pi$, and this is the combination that enters (13).

Neutrality was not used in this argument. Expression (13) is independent of $\alpha$ for a charged cell too, where the sum (1) diverges. A test of $\alpha$-independence therefore does not detect a net charge, and neutrality must be checked separately.

Taking $\alpha\to\infty$ at $z\ne0$ removes the real-space sum and leaves the plane-wave form

$$\phi=-\frac{2\pi|z|}A+\frac{2\pi}A\sum_{\mathbf G\ne0}\cos(\mathbf G\cdot\boldsymbol\rho)\frac{e^{-G|z|}}G .\tag{14}$$

The normal derivatives follow from (8). In $\partial_zh$ the Gaussian terms are $-\frac{2\alpha}{\sqrt\pi}w$ from $x_+$ and $+\frac{2\alpha}{\sqrt\pi}w$ from $x_-$, which cancel. In $\partial_z\phi_0$ the term $z\,\partial_z\operatorname{erf}(\alpha z)=\frac{2\alpha z}{\sqrt\pi}e^{-\alpha^2z^2}$ cancels the derivative of the Gaussian. Thus

$$\partial_zh=G\big[e^{Gz}\operatorname{erfc}(x_+)-e^{-Gz}\operatorname{erfc}(x_-)\big],\qquad\partial_z\phi_0=-\frac{2\pi}A\operatorname{erf}(\alpha z),\tag{15}$$

which, together with the $z$-derivative of the real-space sum in (12), give the normal forces. Differentiating again, the two Gaussian terms now add: $\partial_z^2h=G^2h-\frac{4\alpha G}{\sqrt\pi}w$, and $\partial_z^2\phi_0=-\frac{4\sqrt\pi\alpha}Ae^{-\alpha^2z^2}$. The in-plane Laplacian of the cosine gives $-G^2$ and removes the $G^2h$ term. The Laplacian of the last two terms of (12) is therefore $-\frac{4\sqrt\pi\alpha}A\sum_{\mathbf G}\cos(\mathbf G\cdot\boldsymbol\rho)\,w$, and (5) turns this into $-\frac{4\alpha^3}{\sqrt\pi}\sum_{\mathbf L}e^{-\alpha^2|\mathbf r+\mathbf L|^2}$. This is $-4\pi$ times a lattice of normalised Gaussian charges $(\alpha^3/\pi^{3/2})e^{-\alpha^2r^2}$. For $r>0$, $\nabla^2[\operatorname{erfc}(\alpha r)/r]=\frac1r\partial_r^2\operatorname{erfc}(\alpha r)=+\frac{4\alpha^3}{\sqrt\pi}e^{-\alpha^2r^2}$, so $\nabla^2\phi=0$ off the sites. No background charge is hidden in $\phi$: the regularisation removed a constant and nothing else.

### Evaluation

For large $Gz$ the first term of (7) is an overflowing exponential times an underflowing erfc. With the scaled function $\operatorname{erfcx}(x)=e^{x^2}\operatorname{erfc}(x)$, identity (8) gives

$$e^{\pm Gz}\operatorname{erfc}(x_\pm)=w\,\operatorname{erfcx}(x_\pm).\tag{16}$$

This form is used when $x_\pm\ge0$. Shifting the integration variable in erfc gives $\operatorname{erfcx}(x)=\frac2{\sqrt\pi}\int_0^\infty e^{-s^2-2xs}ds$, which is at most 1 for $x\ge0$, so the term is at most $w\le e^{-G^2/4\alpha^2}$. For negative argument erfcx grows, and the original form is the safe one: $x_\pm<0$ means $\pm z<-G/2\alpha^2$, so the exponent $\pm Gz$ is below $-G^2/2\alpha^2$, and $\operatorname{erfc}<2$ bounds the term by $2e^{-G^2/2\alpha^2}$. Because $x_++x_-=G/\alpha>0$, at most one argument is negative, and

$$0<h(G,z)\le3\,e^{-G^2/4\alpha^2}\quad\text{for all }z.\tag{17}$$

One reciprocal cutoff therefore serves all pairs, whatever their height difference. With a chosen number $s$, the cutoffs $|\mathbf r+\mathbf L|\le s/\alpha$ and $G\le2s\alpha$ make the first omitted terms of both sums of order $e^{-s^2}$. The real-space cutoff applies to the shifted distance, so lattice vectors must be generated out to $s/\alpha+|\boldsymbol\rho_{ij}|$.

The reciprocal term of (13) is a sum over pairs for each $\mathbf G$, since $h$ is evaluated at $z_i-z_j$; written this way its cost for $N$ charges grows as $N^2$ per vector. When all charges are coplanar, $h$ is common to all pairs, the reciprocal term reduces to $\frac\pi A\sum_{\mathbf G\neq0}|S(\mathbf G)|^2\operatorname{erfc}(G/2\alpha)/G$ with $S=\sum_jq_je^{i\mathbf G\cdot\boldsymbol\rho_j}$, and the zero term of a neutral cell vanishes. The numerical check tests (5), the integrals behind (7), (10) and (11), the bound (17), the form (14) and the Laplace equation by direct summation, quadrature, symbolic differentiation and finite differences; the first derivatives (15) are not tested on their own.

## Part II. Dipolar slabs, backgrounds and the Wigner lattice

The following is taken from Part I, in Hartree atomic units. Charges $q_i$ at $(\boldsymbol\rho_i,z_i)$ repeat on plane lattice vectors $\mathbf L$, with cell area $A$, reciprocal vectors $\mathbf G$ and dipole $\boldsymbol\mu=\sum_iq_i\mathbf r_i$. For a neutral cell and any $\alpha>0$ the energy per cell is (13), $E=\frac12\sum_{ij}q_iq_j\phi(\mathbf r_{ij})-\frac\alpha{\sqrt\pi}\sum_iq_i^2$. The lattice potential (12) is a real-space sum of $\operatorname{erfc}(\alpha r)/r$, plus $\frac\pi A\sum_{\mathbf G\ne0}\cos(\mathbf G\cdot\boldsymbol\rho)h(G,z)/G$, plus $\phi_0(z)$. At $z=0$, $h=2\operatorname{erfc}(G/2\alpha)$ and $\phi_0=-2\sqrt\pi/(A\alpha)$; as $\alpha\to\infty$, $h\to2e^{-G|z|}$ and $\phi_0\to-2\pi|z|/A$, which is the plane-wave form (14). Also used are the Poisson identity (5), the identity (2), $\sum_{ij}q_iq_jz_{ij}^2=-2\mu_z^2$, and the fact (10) that $\pi h/G$ is the Fourier transform in $k$ of $4\pi e^{-K^2/4\alpha^2}/K^2$.

The Parry sum (13) now gives the Coulomb energy per cell of a neutral sheet periodic in a plane, for charges at any heights and independently of $\alpha$. What remains is to apply it to dipolar slabs and their vacuum supercells, to uniform neutralising backgrounds, and to the energy of the classical Wigner lattice.
